# Pattern density and the removal rate of raised features in polishing, part 2

A wafer carries parallel raised lines with vertical walls, pitch $\lambda$, step height $h$ and density $\rho$, the area fraction of their tops (the up area). A pad polishes them at speed $v$. We ask how fast the tops recede and when the law $K/\rho$ holds. Heights $H$ are measured from the original floor (the down area), positive toward the pad; $x$ runs across the lines and $t$ is time. The worked case gives heights in µm, pressures in kPa and rates in µm/min.

Preston's law is $R=-\partial H/\partial t=k_P\,p\,v$, with pressure $p$ positive in compression. The nominal pressure $P_0$ (total load over total wafer area) gives the blanket rate $K=k_PP_0v$, so $R=Kp/P_0$. Bars with subscripts up and down denote averages over tops and floor. If a region carries the mean load $P_0$ and its floor is untouched, $\bar p_{\rm up}=P_0/\rho$ and $\bar R_{\rm up}=K/\rho$. A rigid pad held level instead gives $K$ divided by the mean density everywhere.

The pad is a smooth elastic half-space in plane strain, with Poisson ratio $\nu$ and modulus $E^*=E/(1-\nu^2)$, where $E$ is Young's modulus. A pressure $p_k\cos kx$ displaces its surface away from the wafer by

$$
u(x)=\frac{2p_k}{E^*k}\cos kx . \tag{3}
$$

With

$$
s(L)=\frac{P_0L}{\pi E^*}, \tag{4}
$$

wave $n$ of period $L$ has the displacement factor $s(L)/(P_0n)$.

On each top the pressure tends to the uniform value $P_0/\rho$. Its deviation $q$, measured by $\sqrt W$, decays at least as fast as $e^{-Kt/s(\lambda)}$; here $W=\int q\,Cq\,dx$ over one period, and $C$ multiplies each wave by its factor. A top under uniform pressure is slightly domed. Its mean height above the lowest point of the sagging pad is

$$
d=2s(\lambda)\sum_{n=1}^{\infty}\frac{S_n\left[S_n-(-1)^n\right]}{n}, \tag{9}
$$

with $S_n=\sin(n\pi\rho)/(n\pi\rho)$. If the pressure is uniform by then, the pad touches the floor at

$$
t_d=\frac{\rho(h-d)}{K}. \tag{10}
$$

For $d\to0$ this is the ideal clearing time $\rho h/K$.

After touchdown the floor takes part of the load. The force balance becomes $\rho\bar p_{\rm up}+(1-\rho)\bar p_{\rm down}=P_0$. Multiplied by $K/P_0$, it reads $\rho\bar R_{\rm up}+(1-\rho)\bar R_{\rm down}=K$, and the up-area rate drops below $K/\rho$. Once the pad touches everywhere, a surface wave of amplitude $A_n$ carries the pressure amplitude $P_0nA_n/s(\lambda)$, so that $dA_n/dt=-nKA_n/s(\lambda)$ and

$$
A_n(t)\propto e^{-nKt/s(\lambda)} .
$$

The remaining relief disappears exponentially. The mean height of the surface falls at the rate $K$ throughout, because the mean pressure is $P_0$ before and after touchdown alike. It starts at $\rho h$, so the flattened surface lies at

$$
H_{\rm flat}=\rho h-Kt . \tag{11}
$$

Two regions that each carry the mean load $P_0$ and differ in density by $\Delta\rho$ thus end at levels that differ by $h\,\Delta\rho$. Removing the steps within each region does not remove the difference between regions.

It remains to find how long a region keeps its share $P_0$ of the load. Let the density vary slowly over a period $\Lambda\gg\lambda$,

$$
\rho(x)=\rho_m(1+\varepsilon\cos kx),\qquad k=\frac{2\pi}{\Lambda},\qquad |\varepsilon|\ll1 ,
$$

and let the pressure averaged over one pitch be $P_0(1+\eta\cos kx)$ with an unknown $\eta(t)$. The pressure on the tops is this load divided by $\rho(x)$. To first order in $\varepsilon$ and $\eta$, the up-area rate is

$$
R_{\rm up}=\frac{K}{\rho_m}\,\frac{1+\eta\cos kx}{1+\varepsilon\cos kx}
\simeq\frac{K}{\rho_m}\left[1+(\eta-\varepsilon)\cos kx\right].
$$

Let the tops have the height $\bar H(t)+a(t)\cos kx$. Since height is lost at the rate $R_{\rm up}$, $da/dt=(K/\rho_m)(\varepsilon-\eta)$. The pad rests on the tops, so its long-wave displacement must follow them: $a=s(\Lambda)\,\eta$. The differences in sag between neighbouring lines, which are of order $\varepsilon s(\lambda)$, are neglected here; compared with $\varepsilon s(\Lambda)$ they are smaller by the factor $\lambda/\Lambda$. Eliminating $a$ gives

$$
s(\Lambda)\frac{d\eta}{dt}=\frac{K}{\rho_m}(\varepsilon-\eta).
$$

The tops are level at the start, so $a(0)=0$ and $\eta(0)=0$. The solution is

$$
\eta=\varepsilon\left(1-e^{-t/\tau}\right),\qquad \tau=\frac{\rho_m\,s(\Lambda)}{K}, \tag{12}
$$

and the up-area rate becomes

$$
R_{\rm up}=\frac{K}{\rho_m}\left(1-\varepsilon e^{-t/\tau}\cos kx\right). \tag{13}
$$

For $t\ll\tau$ this is $K/\rho(x)$ to first order in $\varepsilon$, the law with the local density. For $t\gg\tau$ it is $K/\rho_m$ everywhere, the result for a rigid pad. In between, the dense areas recede more slowly, come to stand higher than the sparse ones, and draw load from them until all tops recede together.

In the time $\tau$ the tops lose the height $K\tau/\rho_m=s(\Lambda)$. The local law therefore holds through the removal of a step if $h\ll s(\Lambda)$. At the short end, the floor must stay clear until most of the step is gone, $d\ll h$, and the pressure on each top must have become uniform early in the process, for which $s(\lambda)\ll\rho h$ is sufficient. When these conditions hold, the density in the law $K/\rho$ can be taken as an average over any window much wider than the pitch and much narrower than $\Lambda$. Variations with $s(\Lambda)\ll h$ are averaged out during most of the removal. The crossover period, at which $s(\Lambda)=h$, is

$$
\Lambda_h=\frac{\pi E^*h}{P_0}. \tag{14}
$$

Within the half-space model, a stiffer pad, a lower pressure or a higher step widens the range over which densities are averaged. The formula requires a homogeneous pad whose thickness is at least about $\Lambda_h/2$; for a thinner or layered pad the crossover shifts and may not exist.

For a worked case, take the round model parameters $P_0=25$ kPa, $v=1$ m/s, $K=0.20$ µm/min, $E^*=50$ MPa, $h=0.50$ µm and $\lambda=100$ µm. The blanket rate corresponds to the Preston coefficient

$$
k_P=\frac{K}{P_0v}=\frac{0.20\times10^{-6}/60}{(25\times10^{3})(1)}\ \mathrm{Pa^{-1}}
=1.33\times10^{-13}\ \mathrm{Pa^{-1}} .
$$

Since $P_0/E^*=1/2000$, the short removal scale is $s(\lambda)=100/(2000\pi)=0.0159$ µm. For $\rho=0.5$ the pressure on the tops is $25/0.5=50$ kPa and their rate is $0.20/0.5=0.40$ µm/min. Equation (9) gives $d=0.032$ µm, and equation (10) gives

$$
t_d=\frac{0.5\,(0.50-0.032)}{0.20}\ \mathrm{min}=1.17\ \mathrm{min},
$$

compared with an ideal clearing time of $0.5\times0.50/0.20=1.25$ min. For three densities the formulas give:

| $\rho$ | $P_0/\rho$ (kPa) | $K/\rho$ (µm/min) | $d$ (µm) | $t_d$ (min) |
|---|---|---|---|---|
| 0.2 | 125 | 1.00 | 0.062 | 0.44 |
| 0.5 | 50 | 0.40 | 0.032 | 1.17 |
| 0.8 | 31.25 | 0.25 | 0.014 | 1.94 |

These values were compared with a numerical solution of the contact problem, listed in the numerical output. It divides the pitch into cells and looks for a pressure that is nowhere negative, has the mean $P_0$, and leaves no overlap between pad and wafer; the surface is then worn by Preston's law and the search is repeated. Neither an untouched floor nor a uniform pressure on the tops is put in.

On fresh flat tops the pressure is far from uniform. At the centre the rate is that of a periodic flat punch, $K/\sin(\pi\rho/2)$, or 0.65, 0.28 and 0.21 µm/min for the three densities, all below $K/\rho$. The simulation with 120 cells per pitch gives 0.66, 0.28 and 0.21 µm/min; the first value is about 0.01 too high because of the coarse grid. Since the average over the top is $K/\rho$, other parts must be polished faster. Toward the sharp edges of a fresh top the pressure of the linear model grows without bound, so the model does not describe the edges at the very start. This fits the shape found above: a uniform pressure would press the pad back furthest at the centre of the top, so on a flat top the centre carries less than the average. By the time half the step has been removed, the smallest and largest rates on each top agree with $K/\rho$ to the four decimals given. For $\rho=0.2$ the blanket-equivalent removal is then $0.2\times0.25=0.05$ µm, about three times $s(\lambda)$. The decay factor $e^{-Kt/s(\lambda)}$ would be about 0.04, so the pressure has evened out faster than the bound requires.

The simulated touchdown steps, 0.062, 0.032 and 0.014 µm, agree with equation (9) within the time and grid resolution of the simulation. They hold for a smooth pad. The surface of a real polishing pad is typically rough on the scale of micrometres, which is more than these sags and can be more than the step itself. Its asperities can then load the floor well before the sag does, even from the start. By the force balance the up-area rate is in that case below $K/\rho$, so the rates and times in the table describe a smooth pad and are not predictions for a rough one. The final surfaces were tested to be flat and to lie at the level (11) within 0.001 µm. With $Kt$ added back, the levels are 0.10, 0.25 and 0.40 µm. At equal polishing time, separate regions with densities 0.8 and 0.2 therefore differ in level by 0.30 µm, which is 60 percent of the original step.

The long-range behaviour was examined on a pattern of period $\Lambda=8$ mm, half of it with density 0.6 and half with density 0.4, in which every line was resolved. Here $s(\Lambda)=8000/(2000\pi)=1.27$ µm and $\tau=0.5\times1.27/0.20=3.18$ min. The trenches were made 6 µm deep so that the whole transfer of load could be followed without touchdown, and the floor was tested to be unloaded throughout. The rates in the middle of the blocks, in µm/min, were:

| $t/\tau$ | dense block | sparse block |
|---|---|---|
| 0.05 | 0.336 | 0.495 |
| 1 | 0.369 | 0.441 |
| 3 | 0.395 | 0.405 |

The early rates lie within about 1 percent of the local values $0.20/0.6=0.333$ and $0.20/0.4=0.500$ µm/min. The late ones approach the common value $0.20/0.5=0.400$ µm/min. The last digit in the table is uncertain by one unit: with a vanishing time step and a finer grid the entries shift by up to 0.0004 µm/min, and the sparse value at $t=\tau$ becomes 0.440.

A block pattern contains many waves, but equation (12) can be compared with its fundamental one. The relative density contrast in that wave is $\varepsilon=0.255$. At $t=\tau$ the formula gives the load contrast $0.255\,(1-e^{-1})=0.161$, and the simulation gives 0.164. At $t=0.5\,\tau$ the values are 0.100 and 0.105, and at $t=2\,\tau$ they are 0.220 and 0.222. The largest of these differences is about 5 percent of the formula value. The derivation keeps only the first order in the contrast and neglects terms of order $\lambda/\Lambda$, while the simulation has a finite time step and a finite grid. With a vanishing time step and a finer grid the simulated contrasts at $0.5\,\tau$, $\tau$ and $2\,\tau$ rise by about 0.001, to 0.1057, 0.1654 and 0.2225, so the discretization is not the source of the difference. The load contrast is already about 0.005 on the fresh level tops, where equation (12) gives zero. The two approximations of the derivation were not separated further.

For the step of 0.50 µm, equation (14) gives $\Lambda_h=2000\,\pi\times0.50$ µm, or about 3.1 mm. The 8 mm pattern lies above this crossover, but not far above. At its mean density, the ideal removal of the step takes the time $t=\tau h/s(\Lambda)=0.39\,\tau$, and by then $1-e^{-0.39}$, about one third, of the eventual load transfer has taken place. This fraction refers to the fundamental wave and to untouched floors. With a density contrast of 20 percent between each block and the mean, the local law is then in error by 5 to 6 percent of the rate in the middle of the blocks, by about 9 percent averaged over a block, and by about 20 percent next to the block boundaries, where the shorter waves have already transferred their load. With the step of 0.50 µm the pad in fact reaches the floor of the sparse block earlier, at about $0.30\,\tau$, and equation (12) ceases to apply from then on. For a period ten times longer $s(\Lambda)$ is ten times larger, and the transferred fraction falls to about 4 percent. For both periods the half-space itself is doubtful, however. The stresses in equation (3) reach into the pad to a depth of order $1/k=\Lambda/2\pi$, which is 1.3 mm for the 8 mm period and 13 mm for the longer one. A layer bonded to a rigid backing needs a thickness of about $3/k$ to reach 90 percent of the displacement (3); at a thickness of $1/k$ it gives 30 to 40 percent, for $\nu$ between 0.45 and 0.3. Such a pad yields less to long waves than the model assumes, and load is transferred sooner than equation (12) predicts. For a thickness of 1.3 mm and $\nu=0.3$ the displacement under a wave of amplitude $P_0$ levels off near 0.54 µm, so the condition $h\ll s(\Lambda)$ is met at no period for the step of 0.50 µm. A pad on a much softer underlayer deviates in the opposite direction at 8 mm. The values of $\tau$ and $\Lambda_h$ given here therefore describe a thick homogeneous pad and are not predictions for a thin or stacked one.

## Computed values

```
nominal pressure P0 = 25 kPa, pad speed = 1 m/s
blanket rate K = 0.20 um/min
Preston coefficient = 1.333e-13 1/Pa
pad modulus E* = 50 MPa
initial step h = 0.50 um, line pitch = 100 um
removal scale s(pitch) = 0.0159 um
density 0.2: up-area pressure P0/rho = 125.00 kPa
  rate law K/rho = 1.0000 um/min
  simulated rate at half step, min and max over top = 1.0000, 1.0000 um/min
  simulated rate at centre of fresh flat top = 0.66 um/min
  touchdown step: formula 0.0624 um, simulated 0.0620 um
  touchdown time: formula 0.438 min, simulated 0.438 min
  ideal clearing time rho*h/K = 0.500 min
  final level plus K*t: rho*h = 0.100 um, simulated 0.100 um
density 0.5: up-area pressure P0/rho = 50.00 kPa
  rate law K/rho = 0.4000 um/min
  simulated rate at half step, min and max over top = 0.4000, 0.4000 um/min
  simulated rate at centre of fresh flat top = 0.28 um/min
  touchdown step: formula 0.0321 um, simulated 0.0320 um
  touchdown time: formula 1.170 min, simulated 1.170 min
  ideal clearing time rho*h/K = 1.250 min
  final level plus K*t: rho*h = 0.250 um, simulated 0.250 um
density 0.8: up-area pressure P0/rho = 31.25 kPa
  rate law K/rho = 0.2500 um/min
  simulated rate at half step, min and max over top = 0.2500, 0.2500 um/min
  simulated rate at centre of fresh flat top = 0.21 um/min
  touchdown step: formula 0.0143 um, simulated 0.0140 um
  touchdown time: formula 1.943 min, simulated 1.944 min
  ideal clearing time rho*h/K = 2.000 min
  final level plus K*t: rho*h = 0.400 um, simulated 0.400 um
block chip: period = 8 mm, densities 0.6 and 0.4, trench depth = 6 um
removal scale s(chip) = 1.273 um
load transfer time tau = 3.183 min
fundamental density contrast = 0.2547
local law K/rho: dense 0.3333, sparse 0.5000 um/min
t/tau = 0.05: mid-block rates dense 0.3364, sparse 0.4951 um/min
t/tau = 0.5: load contrast formula 0.1002, simulated 0.1048
t/tau = 1.0: load contrast formula 0.1610, simulated 0.1643
t/tau = 1.00: mid-block rates dense 0.3693, sparse 0.4407 um/min
t/tau = 2.0: load contrast formula 0.2202, simulated 0.2217
t/tau = 3.00: mid-block rates dense 0.3953, sparse 0.4053 um/min
late common rate K/mean density = 0.4000 um/min
```
